# The self-consistent ultrasoft pseudo-atom: generation, descreening and an excited chlorine test

## One smooth wave and a constant shift

Take the 3s electron of an atom in a fixed spherical potential $V(r)$. Write its radial function as $\psi(r)/r$, so that $\int_0^\infty\psi^2dr=1$. In Hartree atomic units

$$ (T+V)\psi=\varepsilon\psi,\qquad T=-\frac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2}. $$

Replace $\psi$ by a smooth function $\phi$ that equals $\psi$ beyond a cutoff radius $r_c$, and replace $V$ by a smooth $V_{\rm loc}$ that equals $V$ there. Nothing forces $\phi$ to have the norm of $\psi$. The missing charge is

$$ Q(r)=\psi^2-\phi^2,\qquad q=\int_0^{r_c}Q\,dr . $$

For the chlorine 3s wave constructed below, $\int\phi^2dr=0.661$ and $q=0.339$, which add to one electron.

The smooth wave does not solve the equation with $V_{\rm loc}$. Its failure is measured by

$$ \chi=(\varepsilon-T-V_{\rm loc})\phi , $$

which vanishes beyond $r_c$. Let $B=\langle\phi|\chi\rangle$, assumed nonzero, and $\beta=\chi/B$. Then $\langle\beta|\phi\rangle=1$, and the definition of $\chi$ reads $(T+V_{\rm loc})\phi=\varepsilon\phi-B\beta$. We look for a number $D$ such that

$$ (T+V_{\rm loc})\phi+D\beta\langle\beta|\phi\rangle=\varepsilon\left(\phi+q\beta\langle\beta|\phi\rangle\right). $$

Inserting the previous relation leaves $(D-B)\beta=\varepsilon q\beta$, so $D=B+\varepsilon q$. The right side is $\varepsilon S\phi$ with $S=1+q|\beta\rangle\langle\beta|$, and $\langle\phi|S|\phi\rangle=0.661+0.339=1$. Normalizing with $S$ counts the missing charge.

Now raise the potential everywhere by a constant $c$. The true level rises by $c$ and $\psi$ does not change. If the smooth problem is to keep $\phi$ and give $\varepsilon+c$, the same algebra requires $D'-B=(\varepsilon+c)q$, hence

$$ D'=D+cq=D+\int c\,Q\,dr . $$

Suppose instead that $D$ is left alone. With the symmetric operator $H=T+V_{\rm loc}+D|\beta\rangle\langle\beta|$, and $S$ symmetric as well, the perturbed equation is $(H+c)\phi'=\varepsilon'S\phi'$. Take its product with $\phi$ and use $H\phi=\varepsilon S\phi$:

$$ (\varepsilon'-\varepsilon)\langle\phi|S|\phi'\rangle=c\,\langle\phi|\phi'\rangle . $$

To first order $\phi'=\phi$ on both sides, so $\varepsilon'-\varepsilon=0.661\,c$. At this order a shift of 0.1 Ha moves the level by 0.066 Ha. The potential acts on the smooth charge, and the missing charge feels it through $D$ alone.

For a shift $\Delta V(r)$ that is not constant, the rule $\Delta D=\int\Delta V\,Q\,dr$ gives the first-order level change

$$ \int\Delta V\phi^2dr+\Delta D=\int\Delta V(\phi^2+Q)dr=\int\Delta V\psi^2dr, $$

which is the first-order change of the true level. In a self-consistent atom $V$ changes in every cycle, and $D$ has to follow it.

## Two waves in each channel

One wave reproduces the logarithmic derivative at $r_c$ at one energy and, because $S$ carries the missing charge, its energy slope there. For small offsets the error then starts at second order in the energy offset. A second wave extends the energy range. For each $l$ take the bound $\psi_1$ at $\varepsilon_1$ and the regular solution $\psi_2$ at a higher energy $\varepsilon_2$. The second need not be normalizable, because it is used inside $r_c$ alone. Its scale is free. Here $\psi_1$ is normalized and $\psi_2$ is scaled so that $\psi_2(r_c)=\psi_1(r_c)$. Multiplying $\psi_2$ by $\lambda$ multiplies the 12 elements defined below by $\lambda$ and the 22 elements by $\lambda^2$, and divides $\beta_2$ by $\lambda$, so the operators do not change. With smooth partners $\phi_i$ define

$$ \chi_i=(\varepsilon_i-T-V_{\rm loc})\phi_i,\quad B_{ij}=\langle\phi_i|\chi_j\rangle,\quad \beta_i=\sum_j(B^{-1})_{ji}\chi_j . $$

The projectors are dual to the smooth waves:

$$ \langle\beta_i|\phi_k\rangle=\sum_j(B^{-1})_{ji}B_{kj}=(BB^{-1})_{ki}=\delta_{ik}. $$

The augmentation data are

$$ Q_{ij}=\psi_i\psi_j-\phi_i\phi_j\ (r<r_c),\quad q_{ij}=\int Q_{ij}dr,\quad D_{ij}=B_{ij}+\varepsilon_jq_{ij}. $$

To see that $\phi_k$ solves the generalized equation at $\varepsilon_k$, apply the operator and use duality:

$$ \Big[T+V_{\rm loc}-\varepsilon_k+\sum_{ij}(D_{ij}-\varepsilon_kq_{ij})|\beta_i\rangle\langle\beta_j|\Big]\phi_k=-\chi_k+\sum_iB_{ik}\beta_i . $$

The last sum is $\sum_{ij}B_{ik}(B^{-1})_{ji}\chi_j=\sum_j(B^{-1}B)_{jk}\chi_j=\chi_k$, so the right side is zero.

A Hamiltonian needs a symmetric $D$, although $B$ is not symmetric. Integrate by parts from 0 to $r_c$. The centrifugal terms cancel and

$$ B_{ij}-B_{ji}=(\varepsilon_j-\varepsilon_i)\int_0^{r_c}\phi_i\phi_jdr+\tfrac12\left[\phi_i\phi_j'-\phi_j\phi_i'\right]_{r_c}. $$

For the true waves $(\varepsilon_j-T-V)\psi_j=0$, so the same expression with $\psi$ in place of $\phi$ is zero. Values and slopes agree at $r_c$, so the brackets are equal. Subtracting the two relations gives $B_{ij}-B_{ji}=-(\varepsilon_j-\varepsilon_i)q_{ij}$, or

$$ B_{ij}+\varepsilon_jq_{ij}=B_{ji}+\varepsilon_iq_{ij}, $$

which says $D_{ij}=D_{ji}$. In the example the two off-diagonal elements, computed separately, differ by at most $2.5\times10^{-7}$ Ha.

### Choosing the smooth functions

Inside $r_c$ set $\phi=r^{l+1}\sum_{k=0}^{6}c_kr^{2k}$. Matching the value and four derivatives at $r_c$ uses five of the seven coefficients. The other two minimize

$$ \int_0^{r_c}\left[\phi'^2+\frac{l(l+1)}{r^2}\phi^2+\frac{w}{r_c^2}\phi^2\right]dr . $$

The first two terms equal $2\int_0^{r_c}\phi T\phi\,dr$ plus the boundary term $\phi(r_c)\phi'(r_c)$, which the matching fixes, so minimizing them minimizes the kinetic energy inside the sphere. The weight $w\ge0$ discourages charge there. The objective is quadratic and the constraints are linear, so Lagrange multipliers give one linear system. The local potential is $a_0+a_2r^2+a_4r^4$ inside, matched to $V$ through its second derivative. Then $\chi_i$ reaches zero at $r_c$ with two continuous derivatives.

Two checks are needed before the data are used. First, $S$ must be positive, or the norm loses its meaning. Positive diagonal $q_{ii}$ do not ensure this. Second, the operator must have no spurious level, called a ghost. Here the lowest five levels in a sphere of radius 20 bohr must follow the all-electron ones, from the valence level upward, within 0.02 Ha.

## Removing the screening

The data so far contain the potential of the generating atom's own valence electrons. They must be taken out before another configuration can be treated. Let $p(r)$ be the number of valence electrons per unit radius and $p_c(r)$ that of the core. With $b_i=\langle\beta_i|\phi\rangle$ and occupations $f$,

$$ p=\sum f\Big[\phi^2+\sum_{ij}Q_{ij}b_ib_j\Big]. $$

The Hartree potential is

$$ V_H(r)=\frac1r\int_0^rp\,dr'+\int_r^\infty\frac{p}{r'}dr' . $$

For the generating density $p^{\rm ref}$ define

$$ V_{\rm ion}=V_{\rm loc}-V_H[p^{\rm ref}]-V_{xc}[p^{\rm ref}+p_c], $$

$$ D^0_{ij}=D_{ij}-\int V_{\rm loc}Q_{ij}dr . $$

The second line subtracts the whole integral with $V_{\rm loc}$, including its ionic part. The update must therefore use the whole potential $V=V_{\rm ion}+V_H+V_{xc}$:

$$ D_{ij}=D^0_{ij}+\int VQ_{ij}dr . $$

This rule also follows from the energy

$$ E=\sum f\Big[\langle\phi|T|\phi\rangle+\sum_{ij}D^0_{ij}b_ib_j\Big]+\int V_{\rm ion}p\,dr+E_H[p]+E_{xc}[p+p_c], $$

with $E_H=\frac12\int pV_H\,dr$. A change of density gives $\int V\delta p\,dr$. Varying one orbital changes $p$ by $2f[\phi\,\delta\phi+\sum_{ij}Q_{ij}b_i\langle\beta_j|\delta\phi\rangle]$. The second term puts $\int VQ_{ij}dr$ beside $D^0_{ij}$. With the constraint $\langle\phi|S|\phi\rangle=1$ and multiplier $f\varepsilon$, stationarity is

$$ \Big(T+V+\sum_{ij}D_{ij}|\beta_i\rangle\langle\beta_j|\Big)\phi=\varepsilon S\phi . $$

Two consequences are used below. Multiplying by $f\phi$, integrating and summing gives $\sum f\varepsilon=\sum f[\langle T\rangle+\sum D^0_{ij}b_ib_j]+\int Vp\,dr$. Hence

$$ E=\sum f\varepsilon-\int(V_H+V_{xc})p\,dr+E_H+E_{xc}. $$

Next change one occupation $f_k$. The explicit change of $E$ is $\varepsilon_k$. The orbitals also respond, but that contribution is $\sum 2f\varepsilon\langle\delta\phi|S|\phi\rangle$, which is zero because every orbital keeps its norm and $S$ is fixed. Therefore $\partial E/\partial f_k=\varepsilon_k$. Away from the generating configuration, a calculation with fixed $D$ does not satisfy the stationarity condition of this energy.

## The radial equation on a logarithmic grid

Points equally spaced in $x=\ln r$ resolve the nucleus and the tail together. Put $u=\sqrt r\,y(x)$ for a radial function $u$. Since $d/dr=r^{-1}d/dx$,

$$ \frac{du}{dr}=r^{-1/2}\left(y'+\tfrac12y\right), $$

$$ \frac{d^2u}{dr^2}=r^{-3/2}\left(y''+\tfrac12y'-\tfrac12y'-\tfrac14y\right)=r^{-3/2}\left(y''-\tfrac14y\right). $$

The factor $\sqrt r$ removes the first derivative. Multiply the generalized equation by $r^{3/2}$ and use $\frac12l(l+1)+\frac18=\frac12(l+\frac12)^2$:

$$ -\tfrac12y''+\left[\tfrac12(l+\tfrac12)^2+r^2(V-\varepsilon)\right]y+r^{3/2}\sum_{ij}\beta_i(D_{ij}-\varepsilon q_{ij})b_j=0, $$

where $b_j=\int\beta_ju\,dr=\int r^{3/2}\beta_jy\,dx$.

For $y''=F$ and step $h$, the second difference of $y$ divided by $h^2$ is $F+h^2F''/12+O(h^4)$. Replacing $h^2F''$ by the second difference of $F$ gives the Numerov rule

$$ \frac{y_{n+1}-2y_n+y_{n-1}}{h^2}=\frac{F_{n+1}+10F_n+F_{n-1}}{12}. $$

Let $A$ be the second-difference matrix with zero boundary values and $N=1+A/12$. Then $-\frac12y''$ becomes $-N^{-1}Ay/(2h^2)$. This matrix is symmetric, because $N$ is a polynomial in the symmetric $A$. Let $G$ be the diagonal matrix of $\frac12(l+\frac12)^2+r^2(V-\sigma)$ at a trial energy $\sigma$. The local problem $Lz=g$, multiplied by $N$, is tridiagonal:

$$ \left(-\frac{A}{2h^2}+NG\right)z=Ng . $$

The projectors add a matrix of rank two. Let the columns of $U$ be $\sqrt h\,r^{3/2}\beta_i$ and $M=D-\sigma q$. To solve $(L+UMU^T)y=g$, compute $z=L^{-1}g$ and $W=L^{-1}U$, and set $a=MU^Ty$. Then $y=z-Wa$. Multiplying this by $MU^T$ gives a two-by-two system for $a$:

$$ (1+MU^TW)\,a=MU^Tz . $$

Inverse iteration takes $g=Sy_{\rm old}$, where on this grid $S$ means $r^2+UqU^T$. With $H$ for the matrix that satisfies $(H-\sigma S)y=Sy_{\rm old}$, multiplication by $y^T$ gives the Rayleigh quotient without a further application of $H$:

$$ \varepsilon=\frac{y^THy}{y^TSy}=\sigma+\frac{y^TSy_{\rm old}}{y^TSy}. $$

Finally $y$ is divided by $\sqrt{h\,y^TSy}$, which is the normalization $\langle\phi|S|\phi\rangle=1$. If $\sigma$ equals the level, the matrix is singular. The shift is therefore kept below the current estimate by $10^{-7}(1+|\varepsilon|)$ Ha, which is far smaller than the distance to other levels.

## The complete cycle

Start from any reasonable valence density with the right number of electrons.

1. Compute $V_H[p]$ and $V_{xc}[p+p_c]$, and add $V_{\rm ion}$ to obtain $V$.
2. Compute $D_{ij}=D^0_{ij}+\int VQ_{ij}dr$ for each $l$.
3. Solve the generalized equation by inverse iteration, starting from the previous wave, and normalize with $S$.
4. Form the output density from $\phi^2$ and $Q_{ij}b_ib_j$.
5. Let $R$ be output minus input density. Stop when $\int|R|dr<10^{-7}$ electrons.
6. Otherwise mix and return to step 1.

Anderson mixing uses differences $\Delta p_k$ and $\Delta R_k$ between successive stored cycles. Coefficients $\gamma_k$ minimize the integrated square of $R-\sum_k\gamma_k\Delta R_k$, and the next input is

$$ p+0.4R-\sum_k\gamma_k(\Delta p_k+0.4\,\Delta R_k). $$

All stored densities hold the same number of electrons, so the differences carry no net charge and the total is preserved.

## Chlorine, generated in 3s²3p⁵

The model is nonrelativistic, spin-unpolarized and spherically averaged, with the local density approximation in its Perdew-Wang form for correlation. The all-electron levels are $\varepsilon_{3s}=-0.75435$ and $\varepsilon_{3p}=-0.32030$ Ha. The cutoff is 1.807 bohr in both channels. The second energies are $-0.254$ Ha for s and $+0.180$ Ha for p, and the norm weight $w$ is 30 for s and 0 for p.

The augmentation charges show why $S$ has to be checked. In the s channel $q_{11}=0.33922$, $q_{12}=0.69934$ and $q_{22}=1.43694$, so

$$ q_{11}q_{22}-q_{12}^2=0.48744-0.48908=-0.0016 . $$

The determinant is negative although both diagonal elements are positive, so $q$ has a negative eigenvalue. Some functions then have $\langle f|S|f\rangle<\langle f|f\rangle$. Whether $S$ itself stays positive can still be settled. It differs from the identity by an operator of rank two, so apart from 1 its eigenvalues are those of the two-by-two matrix $1+qG$, with $G_{ij}=\langle\beta_i|\beta_j\rangle$. The smaller one is 0.88 for s and 0.64 for p, so $S$ is positive in both channels. A basis of 100 spherical Bessel functions gives the same two values. The larger eigenvalues are about $4.9\times10^{4}$ for s and $1.8\times10^{8}$ for p. The projectors therefore have a very large norm, and $S$, though positive, is badly conditioned, which neither of the two checks detects. The ghost test is passed: in that basis the sphere levels lie within 0.0074 Ha (s) and 0.0031 Ha (p) of all-electron levels taken from a second-order difference matrix. These figures are set by the coarseness of the comparison and are not the pseudization error. With both operators solved in one fine basis, the five levels agree to about $10^{-6}$ Ha.

Descreening changes the s coefficient $D_{11}=-0.75433$ Ha to $D^0_{11}=-0.02752$ Ha. The difference, $-0.72681$ Ha, is $\int V_{\rm loc}Q_{11}dr$. Most of the screened coefficient is thus an integral over the potential.

The cycle was started from 3.5 electrons in each of the 3s and 3p densities, which is neither configuration studied here. For 3s²3p⁵ it returned to the all-electron levels within $10^{-7}$ Ha after 15 cycles. This tests the solver and the descreening together. It says nothing yet about transferability, because agreement in the generating configuration is built into the data.

## The excited configuration 3s¹3p⁶

Here the proper reference is the frozen-core atom: an all-electron valence calculation with the core density held at its 3s²3p⁵ form. The pseudo-atom also has a fixed core, so the comparison isolates the pseudization. A second all-electron calculation lets the core relax.

During the run $D_{11}$ of the s channel goes from $-0.7180$ Ha in cycle 1 to $-0.7668$ in cycle 3 and ends at $-0.7662$ Ha. By cycle 5 the residual is $7.5\times10^{-4}$ electrons and the 3s level is within $7\times10^{-5}$ Ha of its final value. The stopping threshold is reached only in cycle 60. The cause of this slow last stretch was not investigated.

The final smooth norms are 0.65563 for 3s and 0.79579 for 3p. The smooth charge is therefore

$$ 1\times0.65563+6\times0.79579=5.430 $$

electrons. The augmentation supplies the other 1.570 of the seven. The levels, in Ha, are:

| Calculation | 3s | 3p |
|---|---|---|
| Pseudo-atom | −0.77776 | −0.33956 |
| Frozen core | −0.77776 | −0.33956 |
| Relaxed core | −0.77773 | −0.33955 |
| $D$ held fixed | −0.77196 | −0.33915 |
| No core in $V_{xc}$ | −0.77631 | −0.33962 |

The pseudo-atom differs from the frozen-core atom by at most $1.8\times10^{-6}$ Ha. Its difference from the relaxed atom, about $2.5\times10^{-5}$ Ha for 3s, is therefore mostly core relaxation.

With $D$ held at its generating value the 3s level is wrong by $5.8\times10^{-3}$ Ha relative to the frozen core. The true downward shift from the generating configuration is $0.0234$ Ha, and the fixed-$D$ run gives $0.0176$ Ha, or 75% of it. This is not the 66% of the opening example, for two reasons that act in opposite directions. The potential change is not constant but strongest inside the sphere, where the missing charge sits. If the final potential of the correct run is combined with the fixed $D$, only 49% of the shift appears. In the self-consistent fixed-$D$ run the density and the potential respond, and the response raises the fraction to 75%. Almost all of this response comes from the p channel, where $D$ is also held fixed and six electrons are affected. With $D$ fixed for s alone the fraction stays near 50%, and with $D$ fixed for p alone the 3s shift overshoots to about 150%.

The last row omits $p_c$ from exchange-correlation, both in descreening and in the cycle. The Hartree potential is linear in density, so core and valence parts separate. Exchange-correlation is not linear. The difference $V_{xc}[p+p_c]-V_{xc}[p]$ depends on $p$, but this variant freezes it into $V_{\rm ion}$ at $p^{\rm ref}$. The resulting level error is $1.5\times10^{-3}$ Ha relative to the frozen core.

The excitation energy follows from the two pseudo-atom totals:

$$ -37.688015-(-38.124168)=0.436153\ {\rm Ha}=11.868\ {\rm eV}. $$

The frozen-core value is 0.436152 Ha and the relaxed value 0.436146 Ha. These agreements concern pseudization within one model. The energy is a difference of spherical configuration averages in a local density approximation, without spin polarization, multiplet splitting or relativity, and is not a prediction of a measured line to that accuracy.

The relation $\partial E/\partial f=\varepsilon$ gives a separate test. Move a fraction of an electron from 3p to 3s around 3s$^{1.5}$3p$^{5.5}$. The finite difference of total energies gives a slope of $-0.436168$ Ha, equal to $\varepsilon_{3s}-\varepsilon_{3p}$ to the printed digits. That midpoint slope, with its sign reversed, is also within $1.5\times10^{-5}$ Ha of the excitation energy. The reason is that, in an expansion about the midpoint, the even-order terms cancel from the difference of the two end energies, and the first correction is of third order in the transferred charge.

As a further check, the final excited-state operator was diagonalized in spherical Bessel functions on a linear grid. The levels agree with those of the logarithmic solver to the six printed decimals.

## Where the construction can fail

The first-order argument for $\Delta D$ used $Q_{ij}$ built from the true waves. A plane-wave calculation replaces $Q_{ij}$ near the nucleus by a smoother function. If only its integral is preserved, a constant shift is still treated correctly, but $\int\Delta V\,Q_{ij}dr$ can change when $\Delta V$ varies inside $r_c$. The accuracy found here does not carry over to such data without a new test.

Two projectors also describe a limited energy range, and a frozen core describes a limited range of configurations. One excited configuration of a neutral atom tests both mildly. A strongly ionized atom, or a state that needs d waves, lies outside what has been shown.

## Calculated quantities

```
Cl, Z = 17; grid points 2925, step in ln r 0.01
grid from 1.0e-11 to 49.98 bohr
hydrogenic n=3 level error 2.4e-08 Ha
all-electron 3s2 3p5: e3s -0.754350, e3p -0.320301 Ha
all-electron total energy 3s2 3p5 -458.65828 Ha
channel candidates examined 12
valence level right but higher sphere levels wrong: 0
cutoff radius 1.8068 bohr; V_loc bump 0.0 Ha
V_loc at origin -3.0673, at cutoff -0.8677 Ha
s q: 11 0.33922, 12 0.69934, 22 1.43694
s D: 11 -0.75433, 12 -1.34841, 22 -2.29398 Ha
s D0: 11 -0.02752, 12 0.15758, 22 0.81802 Ha
s second energy -0.254350 Ha; norm weight 30
s least eigenvalue of S 0.8827; largest sphere-level error 0.0074 Ha
p q: 11 0.19741, 12 0.37933, 22 0.71321
p D: 11 -0.23565, 12 -0.36548, 22 -0.48547 Ha
p D0: 11 0.19009, 12 0.45363, 22 1.05973 Ha
p second energy 0.179699 Ha; norm weight 0
p least eigenvalue of S 0.6391; largest sphere-level error 0.0031 Ha
largest |D12 - D21| before symmetrizing 2.5e-07 Ha
reference run: cycles 15, level error 8.1e-08 Ha
reference run: integrated density error 1.3e-06 electrons
reference smooth norms: 3s 0.66078, 3p 0.80259
excited run 3s1 3p6: cycle, D11(s) Ha, e3s Ha, residual electrons
    1 -0.718019 -0.683406 1.3e+00
    2 -0.757952 -0.762114 2.9e-01
    3 -0.766814 -0.779363 7.4e-02
    5 -0.766266 -0.777829 7.5e-04
   60 -0.766238 -0.777759 9.2e-08
excited smooth norms: 3s 0.65563, 3p 0.79579
excited charge: smooth 5.43039, augmented 7.00000 electrons
excited pseudo-atom: e3s -0.777759, e3p -0.339559 Ha
excited Bessel basis: e3s -0.777759, e3p -0.339559 Ha
excited frozen-core AE: e3s -0.777757, e3p -0.339560 Ha
excited relaxed AE: e3s -0.777734, e3p -0.339550 Ha
excited pseudo, D fixed: e3s -0.771959, e3p -0.339150 Ha
excited pseudo, no core xc: e3s -0.776306, e3p -0.339618 Ha
largest level error vs frozen core: D updated 1.81e-06 Ha
largest level error vs frozen core: D fixed 5.80e-03 Ha
largest level error vs frozen core: no core xc 1.45e-03 Ha
pseudo-atom energies: ground -38.124168, excited -37.688015 Ha
excitation, pseudo-atom 0.436153 Ha = 11.8683 eV
excitation, frozen-core AE 0.436152 Ha = 11.8683 eV
excitation, relaxed AE 0.436146 Ha = 11.8681 eV
excitation, pseudo without core xc 0.435428 Ha
3s1.5 3p5.5, transfer step 0.05: dE/df -0.436168 Ha
3s1.5 3p5.5: e3s - e3p -0.436168 Ha
```
